# Supersymmetry of the Nonrelativistic Coulomb Problem with Electron Spin: test program

```python
# Result under test (atomic units): H = p^2/2 - Z/r on two-spinors, K = sigma.L + 1,
# A = (p x L - L x p)/2 - Z rhat, Q1 = sigma.A, k = j + 1/2, Gamma = K/|K|, Q2 = i Q1 Gamma.
# {K,Q1} = 0, [H,Q1] = [J,Q1] = 0, {Qa,Qb} = 2 delta_ab (2 H K^2 + Z^2),
# Q1|n,+-k,m> = -Z sqrt(1-k^2/n^2)|n,-+k,m>; the level n = k, K = +k is unpaired.
# For central V: [H_V,Q1] = (V' - Z/r^2) sigma.rhat K. Radial a = d/dr - k/r + Z/k.
# Spinors are sums of x^a y^b z^c r^n exp(-beta r), kept unique by z^2 = r^2 - x^2 - y^2;
# all operators act through their Cartesian definitions.
import math, random
from functools import lru_cache
import numpy as np
import sympy as sp
from sympy.physics.quantum.cg import CG
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants

Z = 3.0
EV = physical_constants['Hartree energy in eV'][0]

def put(t, key, v):
    s, a, b, c, n = key
    if c >= 2:
        put(t, (s, a, b, c - 2, n + 2), v)
        put(t, (s, a + 2, b, c - 2, n), -v)
        put(t, (s, a, b + 2, c - 2, n), -v)
    else:
        t[key] = t.get(key, 0) + v

class Spinor:
    def __init__(self, t, beta):
        self.t = {k: v for k, v in t.items() if v != 0}
        self.beta = beta
    def __add__(self, o):
        t = dict(self.t)
        for k, v in o.t.items():
            t[k] = t.get(k, 0) + v
        return Spinor(t, self.beta)
    def __rmul__(self, c):
        return Spinor({k: c * v for k, v in self.t.items()}, self.beta)
    def __sub__(self, o):
        return self + (-1) * o

def shifted(key, i, step, dn):
    k = list(key); k[i + 1] += step; k[4] += dn
    return tuple(k)
def X(i, f):
    t = {}
    for k, v in f.t.items():
        put(t, shifted(k, i, 1, 0), v)
    return Spinor(t, f.beta)
def rpow(n, f):
    return Spinor({k[:4] + (k[4] + n,): v for k, v in f.t.items()}, f.beta)
def P(i, f):
    t = {}
    for k, v in f.t.items():
        if k[i + 1]:
            put(t, shifted(k, i, -1, 0), -1j * k[i + 1] * v)
        if k[4]:
            put(t, shifted(k, i, 1, -2), -1j * k[4] * v)
        if f.beta:
            put(t, shifted(k, i, 1, -1), 1j * f.beta * v)
    return Spinor(t, f.beta)
PAULI = [[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]
def sig(i, f):
    t = {}
    for k, v in f.t.items():
        for s in (0, 1):
            if PAULI[i][s][k[0]]:
                t[(s,) + k[1:]] = PAULI[i][s][k[0]] * v
    return Spinor(t, f.beta)
def cross(U, V, i, f):
    j, k = (i + 1) % 3, (i + 2) % 3
    return U(j, V(k, f)) - U(k, V(j, f))
def dot(U, V, f): return U(0, V(0, f)) + U(1, V(1, f)) + U(2, V(2, f))
def L(i, f): return cross(X, P, i, f)
def RH(i, f): return rpow(-1, X(i, f))
def A(i, f): return 0.5 * (cross(P, L, i, f) - cross(L, P, i, f)) - Z * RH(i, f)
def J(i, f): return L(i, f) + 0.5 * sig(i, f)
def K(f): return dot(sig, L, f) + f
def Q(f): return dot(sig, A, f)
def sp_(f): return dot(sig, P, f)
def sr(f): return dot(sig, RH, f)
def T(f): return 0.5 * dot(P, P, f)
def H(f): return T(f) - Z * rpow(-1, f)
def dr(f): return 1j * dot(RH, P, f)
def parity(f): return Spinor({k: (-1) ** sum(k[1:4]) * v for k, v in f.t.items()}, f.beta)
def size(f): return max([abs(v) for v in f.t.values()] + [0.0])
def same(f, g): return size(f - g) < 1e-10 * max(1.0, size(f), size(g))
def inner(f, g):
    tot, b2 = 0, f.beta + g.beta
    for k, v in f.t.items():
        for q, w in g.t.items():
            if k[0] != q[0] or abs(v) < 1e-10 or abs(w) < 1e-10:
                continue
            a, b, c = k[1] + q[1], k[2] + q[2], k[3] + q[3]
            if a % 2 or b % 2 or c % 2:
                continue
            ang = 2 * math.gamma((a + 1) / 2) * math.gamma((b + 1) / 2) * math.gamma((c + 1) / 2) \
                / math.gamma((a + b + c + 3) / 2)
            d = a + b + c + k[4] + q[4] + 3
            tot += np.conj(v) * w * ang * math.gamma(d) / b2 ** d
    return tot

# operator identities on a random spinor that is no eigenstate
random.seed(1)
t = {}
for _ in range(7):
    put(t, (random.randint(0, 1), random.randint(0, 2), random.randint(0, 2), random.randint(0, 1),
            random.randint(0, 1)), complex(random.randint(1, 4), random.randint(-3, 3)))
f = Spinor(t, 0.75)
zero = Spinor({}, 0.75)
Qf, Kf, Hf = Q(f), K(f), H(f)
assert size(Qf) > 1 and size(K(Qf)) > 1 and size(H(Qf)) > 1
assert same(K(Kf), dot(J, J, f) + 0.25 * f) and same(K(Kf), dot(L, L, f) + Kf)
for V in (X, P, RH, A, L):
    anti = K(dot(sig, V, f)) + dot(sig, V, Kf)
    assert same(anti, dot(L, V, f) + dot(V, L, f))
    assert same(anti, zero) == (V is not L)
    for i in range(3):
        assert same(cross(L, V, i, f) + cross(V, L, i, f), 2j * V(i, f))
assert same(K(Qf), -1 * Q(Kf)) and same(H(Qf), Q(Hf)) and same(H(Kf), K(Hf))
for i in range(3):
    assert same(J(i, Qf), Q(J(i, f))) and not same(L(i, Qf), Q(L(i, f)))
    assert same(cross(A, A, i, f), -2j * H(L(i, f)))
assert same(dot(A, A, f), 2 * H(dot(L, L, f) + f) + Z ** 2 * f)
assert same(Qf, -1j * sp_(Kf) - Z * sr(f))
assert same(sr(sp_(f)), -1j * (dr(f) + rpow(-1, f - Kf)))
assert same(sr(sp_(f)) - sp_(sr(f)), 2j * rpow(-1, Kf))
assert same(T(sr(f)) - sr(T(f)), rpow(-2, sr(Kf)))
assert same(Q(Qf), 2 * H(K(Kf)) + Z ** 2 * f)
HV = lambda g: T(g) - 2 * rpow(-1, g) + 0.5 * rpow(1, g) + 0.25 * rpow(-2, g)
g = sr(Kf)
comm = HV(Qf) - Q(HV(f))
assert size(comm) > 1 and same(comm, (2 - Z) * rpow(-2, g) + 0.5 * g - 0.5 * rpow(-3, g))

@lru_cache(None)
def Y(l, m, s):
    if m == l:
        y = Spinor({(s, 0, 0, 0, -l): (-1) ** l * math.sqrt(math.factorial(2 * l + 1) / (4 * math.pi))
                    / (2 ** l * math.factorial(l))}, 0.0)
        for _ in range(l):
            y = X(0, y) + 1j * X(1, y)
        return y
    up = Y(l, m + 1, s)
    return (1 / math.sqrt(l * (l + 1) - m * (m + 1))) * (L(0, up) - 1j * L(1, up))
def l_of(Kv): return Kv - 1 if Kv > 0 else -Kv
@lru_cache(None)
def Omega(Kv, m2):
    l, out = l_of(Kv), Spinor({}, 0.0)
    for s, s2 in ((0, 1), (1, -1)):
        ml = (m2 - s2) // 2
        if abs(ml) <= l:
            c = CG(l, ml, sp.Rational(1, 2), sp.Rational(s2, 2),
                   sp.Rational(2 * abs(Kv) - 1, 2), sp.Rational(m2, 2)).doit()
            out = out + float(c) * Y(l, ml, s)
    return out
def with_radial(n, l, ang):
    c = 2 * Z / n
    N = math.sqrt(c ** 3 * math.factorial(n - l - 1) / (2 * n * math.factorial(n + l)))
    out = Spinor({}, 0.0)
    for i in range(n - l):
        out = out + (N * (-1) ** i * math.comb(n + l, n - l - 1 - i) / math.factorial(i)
                     * c ** (l + i)) * rpow(l + i, ang)
    return Spinor(out.t, Z / n)

# action of sigma.A on coupled eigenstates, as an identity between functions
for k in range(1, 5):
    for m2 in range(-2 * k + 1, 2 * k, 2):
        op, om = Omega(k, m2), Omega(-k, m2)
        assert same(K(op), k * op) and same(K(om), -k * om) and same(sr(op), -1 * om)
        u, du = rpow(2, op), 3 * rpow(1, om)
        assert same(Q(u), k * (du - k * rpow(1, om) + (Z / k) * rpow(2, om)))
        for n in range(k, 5):
            plus = with_radial(n, k - 1, op)
            assert same(H(plus), -Z ** 2 / (2 * n * n) * plus) and abs(inner(plus, plus) - 1) < 1e-9
            if n == k:
                assert size(Q(plus)) < 1e-9
            else:
                minus = with_radial(n, k, om)
                q = -Z * math.sqrt(1 - k * k / n ** 2)
                assert same(Q(plus), q * minus) and same(Q(minus), q * plus)

# shell matrices in the uncoupled basis |n l m s>
n = 3
basis = [with_radial(n, l, Y(l, m, s)) for l in range(n) for m in range(-l, l + 1) for s in (0, 1)]
def matrix(op):
    im = [op(b) for b in basis]
    return np.array([[inner(a, c) for c in im] for a in basis])
I = np.eye(len(basis))
close = lambda a, b: np.abs(a - b).max() < 1e-9
assert close(matrix(lambda b: b), I)
Km, Q1, Hm, Pm = matrix(K), matrix(Q), matrix(H), matrix(parity)
J2 = matrix(lambda b: dot(J, J, b))
w, U = np.linalg.eigh(Km)
Gam = U @ np.diag(np.sign(w)) @ U.conj().T
assert close(Gam, Pm @ U @ np.diag((-1.0) ** (np.rint(abs(w)) - 1)) @ U.conj().T)
Q2 = 1j * Q1 @ Gam
SH = 2 * Hm @ Km @ Km + Z ** 2 * I
assert close(Q1, Q1.conj().T) and close(Q2, Q2.conj().T) and close(J2 @ Q1, Q1 @ J2)
assert close(Q1 @ Q1, SH) and close(Q2 @ Q2, SH) and close(Q1 @ Q2 + Q2 @ Q1, 0 * I)
Qc = (Q1 - 1j * Q2) / 2
assert close(Qc @ Qc, 0 * I) and close(Qc @ Qc.conj().T + Qc.conj().T @ Qc, SH)
qe, qv = np.linalg.eigh(Q1)
expect = [0.0] * (2 * n)
for k in range(1, n):
    expect += [sg * Z * math.sqrt(1 - k * k / n ** 2) for sg in (1, -1)] * (2 * k)
assert close(qe, np.sort(expect))
zm = qv[:, abs(qe) < 1e-8]
assert close(Km @ zm, n * zm) and abs(np.trace(Gam) - 2 * n) < 1e-9
En = np.trace(Hm).real / len(basis)
print(f"Z = {Z:.0f}, shell n = {n}, states = {len(basis)}, 1 hartree = {EV:.6f} eV")
print(f"E_3 = {En:.6f} hartree = {En * EV:.4f} eV")
for k in range(1, n + 1):
    a = with_radial(n, k - 1, Omega(k, 1))
    e2 = inner(Q(a), Q(a)).real
    me = inner(with_radial(n, k, Omega(-k, 1)), Q(a)).real if k < n else math.sqrt(abs(e2))
    print(f"j={2*k-1}/2: <(sigma.A)^2> = {e2:.6f} (hartree bohr)^2, "
          f"<-k|sigma.A|+k> = {me:.6f} hartree bohr")
for val in np.unique(np.round(qe, 6)):
    print(f"sigma.A eigenvalue {val + 0.0:.6f} hartree bohr, multiplicity {np.sum(abs(qe - val) < 1e-5)}")
for val in np.unique(np.rint(w)):
    print(f"K eigenvalue {val:+.0f}, multiplicity {np.sum(abs(w - val) < 1e-8)}")
print(f"zero modes = {zm.shape[1]}, Tr Gamma = {np.trace(Gam).real:.6f}")

# symbolic radial factorisation, kernels and uniqueness
r, ks, Zs = sp.symbols('r k Z', positive=True)
u = sp.Function('u')(r)
a_ = lambda g: g.diff(r) + (-ks / r + Zs / ks) * g
ad = lambda g: -g.diff(r) + (-ks / r + Zs / ks) * g
h2 = lambda l: -u.diff(r, 2) + (l * (l + 1) / r ** 2 - 2 * Zs / r + Zs ** 2 / ks ** 2) * u
assert sp.expand(ad(a_(u)) - h2(ks - 1)) == 0 and sp.expand(a_(ad(u)) - h2(ks)) == 0
assert sp.simplify(a_(r ** ks * sp.exp(-Zs * r / ks))) == 0
assert sp.simplify(ad(r ** -ks * sp.exp(Zs * r / ks))) == 0
assert sp.limit(r ** -1 * sp.exp(Zs * r), r, sp.oo) == sp.oo
wf = sp.Function('w')
ws = sp.dsolve(wf(r).diff(r) - ks / r ** 2, wf(r)).rhs
Vs = (ws ** 2 - ws.diff(r) - ks * (ks - 1) / r ** 2) / 2
assert sp.simplify((r ** 2 * Vs.diff(r)).diff(r)) == 0 and sp.simplify(Vs.diff(r)) != 0

# finite differences with Richardson extrapolation; D is the Yukawa screening length
def solve(h, D):
    x = h * np.arange(1, int(round(45 / h)))
    sc = np.exp(-x / D)
    E, vec, out = [], [], []
    for l in range(3):
        e, v = eigh_tridiagonal(1 / h ** 2 + l * (l + 1) / (2 * x * x) - Z * sc / x,
                                np.full(len(x) - 1, -0.5 / h ** 2), select='i', select_range=(0, 3 - l))
        E.append(e); vec.append(v * np.sign(v[int(0.1 / h)]))
    W = Z * sc * (1 / x ** 2 + 1 / (x * D)) - Z / x ** 2
    for k in (1, 2):
        up, um = vec[k - 1][:, 1], vec[k][:, 0]
        du = np.gradient(np.concatenate(([0], up, [0])), h)[1:-1]
        out += [-np.sum(um * W * up), np.sum(um * (du - k * up / x + Z * up / k))]
    return np.concatenate(E + [out])
def extrapolated(D):
    y = (4 * solve(0.0015, D) - solve(0.003, D)) / 3
    return [y[0:4], y[4:7], y[7:9]], y[9:]
E, ints = extrapolated(np.inf)
for l in range(3):
    print(f"Coulomb l={l}, n={l+1}..4: " + " ".join(f"{e:.6f}" for e in E[l]) + " hartree")
    assert abs(E[l][0] + Z ** 2 / (2 * (l + 1) ** 2)) < 2e-6
for k in (1, 2):
    assert np.abs(E[k - 1][1:] - E[k]).max() < 2e-6 and E[k][0] - E[k - 1][0] > 0.1
    me = k * ints[2 * k - 1]
    assert abs(me + Z * math.sqrt(1 - k * k / (k + 1) ** 2)) < 1e-5
    print(f"grid n={k+1}, j={2*k-1}/2: k*int(u- a u+) = {me:.6f} hartree bohr")
D = 20.0
E, ints = extrapolated(D)
print(f"Yukawa screening length D = {D:.0f} bohr")
for k, name in ((1, "2s,2p"), (2, "3p,3d")):
    gap, num, den = E[k][0] - E[k - 1][1], ints[2 * k - 2], ints[2 * k - 1]
    assert gap > 1e-4 and abs(gap - num / den) < 1e-3 * gap
    print(f"{name}: E+ = {E[k-1][1]:.7f}, E- = {E[k][0]:.7f} hartree")
    print(f"{name}: numerator = {num:.6e} hartree/bohr, denominator = {den:.6f} 1/bohr")
    print(f"{name}: gap diagonalized = {gap:.6e}, from commutator = {num/den:.6e} hartree"
          f" = {num / den * EV * 1e3:.3f} meV")
lead = 1 / (2 * D * D)
print(f"2s,2p leading estimate 1/(2D^2) = {lead:.6e} hartree")
_, far = extrapolated(400.0)
ratio = far[0] / far[1] * 2 * 400.0 ** 2
print(f"2s,2p gap*2D^2 at D = 400 bohr: {ratio:.5f}")
assert abs(ratio - 1) < 0.02 and abs(ints[0] / ints[1] / lead - 1) < 0.3
print("done: every assertion held")
```

Output:

```
Z = 3, shell n = 3, states = 18, 1 hartree = 27.211386 eV
E_3 = -0.500000 hartree = -13.6057 eV
j=1/2: <(sigma.A)^2> = 8.000000 (hartree bohr)^2, <-k|sigma.A|+k> = -2.828427 hartree bohr
j=3/2: <(sigma.A)^2> = 5.000000 (hartree bohr)^2, <-k|sigma.A|+k> = -2.236068 hartree bohr
j=5/2: <(sigma.A)^2> = 0.000000 (hartree bohr)^2, <-k|sigma.A|+k> = 0.000000 hartree bohr
sigma.A eigenvalue -2.828427 hartree bohr, multiplicity 2
sigma.A eigenvalue -2.236068 hartree bohr, multiplicity 4
sigma.A eigenvalue 0.000000 hartree bohr, multiplicity 6
sigma.A eigenvalue 2.236068 hartree bohr, multiplicity 4
sigma.A eigenvalue 2.828427 hartree bohr, multiplicity 2
K eigenvalue -2, multiplicity 4
K eigenvalue -1, multiplicity 2
K eigenvalue +1, multiplicity 2
K eigenvalue +2, multiplicity 4
K eigenvalue +3, multiplicity 6
zero modes = 6, Tr Gamma = 6.000000
Coulomb l=0, n=1..4: -4.500000 -1.125000 -0.500000 -0.281250 hartree
Coulomb l=1, n=2..4: -1.125000 -0.500000 -0.281250 hartree
Coulomb l=2, n=3..4: -0.500000 -0.281250 hartree
grid n=2, j=1/2: k*int(u- a u+) = -2.598076 hartree bohr
grid n=3, j=3/2: k*int(u- a u+) = -2.236068 hartree bohr
Yukawa screening length D = 20 bohr
2s,2p: E+ = -0.9822274, E- = -0.9810567 hartree
2s,2p: numerator = -3.041690e-03 hartree/bohr, denominator = -2.598080 1/bohr
2s,2p: gap diagonalized = 1.170745e-03, from commutator = 1.170745e-03 hartree = 31.858 meV
3p,3d: E+ = -0.3645402, E- = -0.3623734 hartree
3p,3d: numerator = -2.422626e-03 hartree/bohr, denominator = -1.118097 1/bohr
3p,3d: gap diagonalized = 2.166740e-03, from commutator = 2.166740e-03 hartree = 58.960 meV
2s,2p leading estimate 1/(2D^2) = 1.250000e-03 hartree
2s,2p gap*2D^2 at D = 400 bohr: 0.99668
done: every assertion held
```
